\section*{Half-bias rejection of a selector in series with a memory cell}

\section*{Question}

I am budgeting leakage for a small resistive-memory crossbar. The selected row is at $V=2$~V, the selected column is at zero, and all other lines are at $V/2$. Measured alone, my selector follows
\[
I=I_0\sinh(V_s/V_0),\qquad I_0=1~\text{nA},\quad V_0=0.2~\text{V},
\]
so it passes about 148 times more current at 2~V than at 1~V. The memory cell in series with it is roughly ohmic, 10~k$\Omega$ in its low-resistance state and 1~M$\Omega$ in its high-resistance state. Since an ohmic resistor has no nonlinearity of its own to add or remove, may I use 148 as the half-bias rejection of the integrated cell? If not, what happens as the cell resistance grows, and can I recover the loss by raising $V$?

\section*{Answer}

No. The figure 148 assumes that the selector receives 2~V and 1~V. In the array, those voltages are applied to the selector and cell together, and the cell takes a larger fraction at full bias than at half bias. For your numbers the rejection is about 102 with a 10~k$\Omega$ cell and 10.5 with a 1~M$\Omega$ cell. At fixed $V$ it tends to two as $R\to\infty$.

\subsection*{The series equation}

Take steady state, ideal lines, one temperature, and the same $R$ in the selected and half-selected cells. Define
\[
v=\frac{V}{V_0},\quad i=\frac{I}{I_0},\quad
r=\frac{RI_0}{V_0},\quad N=\frac{I(V)}{I(V/2)} .
\]
The same current flows through both elements, and their voltages add:
\[
V=V_0\,\mathrm{arsinh}(I/I_0)+RI
\quad\Longrightarrow\quad
v=\mathrm{arsinh}\,i+ri. \tag{1}
\]
The right side increases steadily with $i$, so each $v$ gives one current. Subscripts 1 and 2 will denote bias $v$ and $v/2$, so $N=i_1/i_2$.

For $r=0$, $i=\sinh v$, and the double-angle identity gives
\[
N_0=\frac{\sinh v}{\sinh(v/2)}
=\frac{2\sinh(v/2)\cosh(v/2)}{\sinh(v/2)}
=2\cosh(v/2). \tag{2}
\]
With $v=10$ this is $2\cosh5=148.4$, your isolated value.

\subsection*{Why resistance lowers $N$, and why the limit is two}

Differentiate (1) with respect to $r$ at fixed $v$. With $g=d(\mathrm{arsinh}\,i)/di=1/\sqrt{1+i^2}$,
\[
0=g\frac{\partial i}{\partial r}+i+r\frac{\partial i}{\partial r}
\quad\Longrightarrow\quad
\frac{\partial\ln i}{\partial r}=-\frac{1}{r+g}.
\]
Subtracting the half-bias result from the full-bias result,
\[
\frac{\partial\ln N}{\partial r}
=-\frac1{r+g_1}+\frac1{r+g_2}<0. \tag{3}
\]
The sign follows because $i_1>i_2$ makes $g_1<g_2$. Physically, $g$ is the selector's differential resistance in units of $V_0/I_0$. It is smaller at full bias, so added series resistance suppresses that current more strongly.

For the limit, write $a=(\mathrm{arsinh}\,i)/i$. Equation (1) becomes $i(r+a)=v$, and therefore
\[
N=\frac{v/(r+a_1)}{(v/2)/(r+a_2)}
=2\,\frac{r+a_2}{r+a_1}. \tag{4}
\]
The function $\mathrm{arsinh}\,i$ is concave for $i>0$ and vanishes at zero, so $a$ decreases with $i$. Thus $a_2>a_1$ and $N>2$ at any finite $r$ and positive $v$. Since $0<a\le1$, the fraction in (4) tends to one as $r\to\infty$, and $N\to2$. The remaining factor of two is that of an ohmic conductor whose voltage is halved.

The approach to this limit follows from $\mathrm{arsinh}\,i=i-i^3/6+\cdots$, valid for small $i$:
\[
v=(1+r)i-\frac{i^3}{6}+\cdots .
\]
The leading solution is $v/(1+r)$. Inserting it in the cubic term and dividing by $1+r$ gives
\[
i=\frac{v}{1+r}\left[1+\frac{v^2}{6(1+r)^3}+\cdots\right].
\]
At half bias the correction is four times smaller. To first order the ratio contains the difference $1/6-1/24=1/8$:
\[
N=2\left[1+\frac{v^2}{8(1+r)^3}+\cdots\right],
\qquad \frac{v}{1+r}\ll1. \tag{5}
\]

\subsection*{Two very different resistance scales}

The limit of two belongs to large $r$, but the loss starts much earlier. At $r=0$, $g=1/\cosh s$ with $s=v$ or $v/2$, so (3) gives
\[
\left.\frac{\partial\ln N}{\partial r}\right|_{r=0}
=-\left[\cosh v-\cosh(v/2)\right].
\]
The corresponding onset scale is
\[
R_{\rm on}=\frac{V_0/I_0}{\cosh v-\cosh(v/2)}
=\frac{200~\text{M}\Omega}{\cosh10-\cosh5}
\approx18~\text{k}\Omega .
\]
The numerator, $V_0/I_0=200$~M$\Omega$, is the selector's zero-bias resistance. Solving (1) at a fixed 2~V gives:

\begin{center}
\begin{tabular}{rrrr}
$R$ (M$\Omega$) & $I(V)$ (nA) & $I(V/2)$ (nA) & $N$\\
0 & 11013 & 74.2 & 148.4\\
0.01 & 7550 & 73.9 & 102.1\\
0.1 & 2764 & 71.6 & 38.6\\
1 & 587 & 56.1 & 10.5\\
10 & 95.0 & 23.2 & 4.09\\
100 & 13.4 & 5.27 & 2.55\\
1000 & 1.74 & 0.846 & 2.05
\end{tabular}
\end{center}

Reaching $N=2.1$ takes about 640~M$\Omega$. Your cells are therefore not near the limit, although the high-resistance state has already lost most of the isolated rejection.

Between the two scales there is a useful approximation. If $i\gg1$ at both biases, $\mathrm{arsinh}\,i\simeq\ln(2i)$. Exponentiating (1) and multiplying by $r/2$ gives
\[
2i\,e^{ri}=e^v
\;\Longrightarrow\;
ri\,e^{ri}=\frac r2e^v
\;\Longrightarrow\;
i=\frac1rW\!\left(\frac r2e^v\right),
\]
where $W(x)$ solves $We^W=x$. At 1~M$\Omega$ this gives $N=10.46$, in agreement with the full solution. At 10~G$\Omega$ it gives 1.70, whereas (1) gives 2.0002. Replacing $\sinh s$ by $e^s/2$ drops the reverse current, which is essential when the selector voltage is small.

\subsection*{Where the factor goes at 1~M$\Omega$}

At full bias the selector receives 1.41~V and the cell 0.59~V, or 29\% of the total. At half bias they receive 0.944~V and 0.056~V, so the cell takes only 5.6\%. With $s_1,s_2$ the selector voltages divided by $V_0$,
\[
N=\frac{\sinh s_1}{\sinh s_2}
=2\cosh(s_1/2)\,\frac{\sinh(s_1/2)}{\sinh s_2}
=34.3\times0.305=10.5 .
\]
The first factor is the rejection the selector would have if its own voltage were halved from 1.41~V. The second is the penalty because its voltage falls by less than half.

\subsection*{Does raising $V$ help?}

Only up to a point. At fixed $r>0$, $N\to2$ as $v\to0$, because both elements are then ohmic. At very large $v$, the selector takes only about $\ln(2v/r)$ of the reduced voltage at full bias and $\ln(v/r)$ at half bias. Hence
\[
N\simeq\frac{v-\ln(2v/r)}{v/2-\ln(v/r)},\qquad
N-2\simeq\frac{2\ln(v/r)-\ln(2v/r)}{v/2}
=\frac{2}{v}\ln\frac{v}{2r}\to0 .
\]
Since $N>2$ in between, it has a maximum at a finite voltage. Setting $d\ln N/d\ln v=0$ gives the condition
\[
\epsilon(v)=\epsilon(v/2),\qquad
\epsilon=\frac{d\ln i}{d\ln v}=\frac{v}{i(r+g)} ,
\]
where $di/dv=1/(r+g)$ follows from (1). For 10~k$\Omega$ the maximum is $N=122$ at 2.33~V. For 1~M$\Omega$ it is $N=13.2$ at 1.47~V, so your 2~V is already too high for best rejection in that state.

Suppose instead that $V$ is raised with $R$ to hold $i_1$ fixed. The half-bias equation is
\[
\mathrm{arsinh}\,i_2+ri_2=\tfrac12(\mathrm{arsinh}\,i_1+ri_1).
\]
Differentiating with respect to $r$ gives
\[
(r+g_2)\frac{di_2}{dr}=\frac{i_1}{2}-i_2>0,
\]
where the sign is the result $N>2$. The half-select current rises and $N$ falls. Dividing the half-bias equation by $r$ and letting $r\to\infty$ leaves $i_2\to i_1/2$, again a rejection of two. For example, restoring the isolated 11.0~$\mu$A through 0.1~M$\Omega$ needs $2+1.10=3.10$~V and gives $N=14.0$, compared with 38.6 at 2~V. It also puts 1.10~V across the memory cell, which may be enough to switch a filamentary oxide cell.

\subsection*{Unequal cell states have no floor at two}

The bound $N>2$ compares equal resistances. A leakage budget must also consider a selected high-resistance cell beside half-selected low-resistance cells. For your states that ratio is $587/73.9=7.9$. If the selected cell were 100~M$\Omega$, it would be $13.4/73.9=0.18$.

In a line of 64 cells, 63 half-selected low-resistance cells carry $63\times73.9~\text{nA}=4.7~\mu$A in total. The selected cell carries 7.6~$\mu$A in its low state but only 0.59~$\mu$A in its high state. With ideal lines, the leakage in that line is then eight times the high-state signal.

\subsection*{How this compares with a real array}

Your values are plausible for a filamentary oxide cell with a smoothly nonlinear oxide selector; a threshold-switching selector needs a different current law. Several effects left out above can be sized with rough inputs; device-to-device variation is not included:

\begin{itemize}
\item \textbf{Lines.} Take 64-cell TiN lines of resistivity 100~$\mu\Omega$\,cm, 40~nm wide and high, with 80~nm pitch: 50~$\Omega$ per cell. A line made wholly of TiN is resistive compared with one of tungsten or copper. With all cells in the low state, the two selected lines drop 53~mV in total, and the ratio of the far selected current to the nearest half-selected current is 84 instead of 102.
\item \textbf{Temperature.} For trap hopping, let $V_0\propto T$ and let $I_0$ have a 0.4~eV activation energy, with your parameters assigned to 300~K. With the cell resistances held at their 300~K values, the rejections at 358~K become 66 isolated, 37 at 10~k$\Omega$ and 4.5 at 1~M$\Omega$. If the high-state resistance falls on heating, the last figure is higher. For these inputs this is the largest reduction among the effects sized here; a weakly activated selector (0.1~eV, $V_0$ independent of $T$) gives 84 at 10~k$\Omega$, no worse than the lines. The effects compound: at 358~K with the 0.4~eV inputs the same TiN lines drop 130~mV and the low-state ratio is 26.
\item \textbf{Self-heating.} A steady thermal resistance of $10^6$~K/W heats the selected low-state cell by about 20~K. If the half-selected cell stays at 300~K, the ratio rises from 102 to about 130. This takes $I_0$ and $V_0$ as isothermal 300~K values, as from short pulses. A law fitted to steady measurements of the isolated selector already contains its own heating, and this correction must not be added to it.
\item \textbf{Cell nonlinearity.} Replacing the 1~M$\Omega$ resistor by $I=(V_m/R)\sinh(V_c/V_m)$, with $V_c$ the cell voltage and $V_m=0.5$~V, raises $N$ from 10.5 to 12.1. The steady fall with $R$ and the limit of two hold for an ohmic cell only: for this cell $N$ is 4.6 at 100~M$\Omega$, and as $R\to\infty$ the cell takes the whole voltage and $N\to2\cosh(V/2V_m)=7.5$.
\item \textbf{High field.} Across a 10~nm selector, 2~V is 2~MV/cm, half of a rough 4~MV/cm breakdown field. For a 1~eV barrier and an effective mass of 0.3 electron masses, the zero-temperature Fowler--Nordheim formula without image-force lowering gives about 0.002~nA at that field through a 40~nm $\times$ 40~nm area. For an optical permittivity of 4 to 5, temperature and image force raise this by about 15 to 40 times between 300 and 358~K, which is still negligible beside the microampere currents here. The conclusion depends on the barrier: at the same field, with a permittivity of 4 and at 300~K, a 0.7~eV barrier passes about 0.1~$\mu$A and a 0.6~eV barrier about 1.4~$\mu$A.
\end{itemize}

For your budget, solve (1) for each pair of cell states with $I_0$, $V_0$ and $R$ measured at the highest operating temperature, then include the line drops. The numerical output lists the main values used here.

\section*{Computed results}
\begin{verbatim}
Inputs: V = 2.0 V, V0 = 0.2 V, I0 = 1.0 nA
Reduced voltage V/V0 = 10.0 (no unit)
Cell resistances: low 0.01, high 1.00 Mohm
Reduced resistances: low 5.0e-05, high 5.0e-03 (no unit)
Isolated rejection = 148.42 (no unit)
R (Mohm) | I full (nA) | I half (nA) | rejection (no unit)
     0.00 | 11013.2329 |   74.2032 | 148.41990
     0.01 |  7550.2739 |   73.9294 | 102.12816
     0.10 |  2764.4858 |   71.5937 | 38.61353
     1.00 |   586.5268 |   56.0622 | 10.46207
    10.00 |    95.0487 |   23.2240 | 4.09269
   100.00 |    13.4178 |    5.2714 | 2.54541
  1000.00 |     1.7362 |    0.8463 | 2.05148
 10000.00 |     0.1961 |    0.0980 | 2.00018
Onset resistance = 0.0183 Mohm
Selector zero-bias resistance = 200.0 Mohm
Resistance for rejection 2.1 = 640 Mohm
Lambert rejection, 1 Mohm = 10.461
Lambert rejection, 10000 Mohm = 1.702
Selector voltage, high R: full 1.4135 V, half 0.9439 V
Cell voltage, high R: full 0.5865 V, half 0.0561 V
High R factors: bias 34.279, sharing 0.3052
Best voltage, low R = 2.326 V, rejection 122.31
Best voltage, high R = 1.466 V, rejection 13.18
Restore isolated current at 0.1 Mohm: V = 3.101 V, rejection 14.01
Mixed ratio, selected 1 Mohm / half 0.01 Mohm = 7.934
Mixed ratio, selected 100 Mohm / half 0.01 Mohm = 0.181
TiN line: rough resistivity 100 uohm cm, width and height 40 nm
Line pitch 80 nm, 64 cells, segment 50.0 ohm
Low R with lines: total drop 53.2 mV, I full 6192.8 nA
Low R with lines: far selected / near half = 83.99
Hopping: thickness 10 nm, hop length 2.585 nm
Activation energy 0.40 eV, barrier left at full bias 0.141 eV
At 358 K: I0 = 12.26 nA, V0 = 0.2387 V
At 358 K rejection: isolated 66.03, low R 36.52, high R 4.46
Self-heating, low R: thermal resistance 1.0e+06 K/W, rise 19.5 K
Heated selected / 300 K half, low R = 131.66
Superlinear high-R cell: scale 0.5 V, rejection 12.12
Selector field at 2 V = 2.00 MV/cm, rough breakdown 4.0 MV/cm
Tunnelling inputs: barrier 1.0 eV, mass 0.3 m_e
Fowler-Nordheim current at 2 V = 2.47e-03 nA
\end{verbatim}
